# Pressure drop of radial gas flow between a wafer and a showerhead: a numerical check

```python
"""Creeping radial outflow between a wafer (z=0) and a showerhead face (z=h).
Result under test: p(R1)-p(R2) = 6 mu Q ln(R2/R1) / (pi h^3)
mu: viscosity, Q: volume flow entering inside R1, h: gap, R1<R2: radii.
u, w: radial and axial velocity; p: pressure; rho: density; F = Q/(2 pi h).
Also tested: corrections for inertia, compressibility, slip and face injection.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy import sparse
from scipy.integrate import solve_ivp, cumulative_trapezoid, trapezoid
from scipy.sparse.linalg import spsolve


def radial_drop(mu, Q, h, R1, R2):
    return 6 * mu * Q * np.log(R2 / R1) / (np.pi * h**3)


# ---------- symbolic substitution in the full axisymmetric Stokes equations
r, z, h_, m_, Q_, a_, b_, lam_, G_ = sp.symbols(
    "r z h mu Q R1 R2 lambda G", positive=True)


def stokes_residuals(u, w, p):
    def lap(g):
        return sp.diff(r * sp.diff(g, r), r) / r + sp.diff(g, z, 2)
    return [sp.simplify(e) for e in (
        sp.diff(r * u, r) / r + sp.diff(w, z),
        -sp.diff(p, r) + m_ * (lap(u) - u / r**2),
        -sp.diff(p, z) + m_ * lap(w))]


u_rad = 3 * Q_ * z * (h_ - z) / (sp.pi * h_**3 * r)
p_rad = -6 * m_ * Q_ * sp.log(r) / (sp.pi * h_**3)
assert stokes_residuals(u_rad, sp.Integer(0), p_rad) == [0, 0, 0]
assert sp.simplify(sp.integrate(2 * sp.pi * r * u_rad, (z, 0, h_)) - Q_) == 0
assert u_rad.subs(z, 0) == 0 and u_rad.subs(z, h_) == 0

# uniform injection at speed W through the face z=h, with Q = pi R2^2 W
W_ = Q_ / (sp.pi * b_**2)
w_inj = -W_ * (3 * z**2 / h_**2 - 2 * z**3 / h_**3)
u_inj = -r * sp.diff(w_inj, z) / 2
p_inj = -3 * m_ * W_ * r**2 / h_**3 + m_ * sp.diff(w_inj, z)
assert stokes_residuals(u_inj, w_inj, p_inj) == [0, 0, 0]
assert sp.simplify(w_inj.subs(z, h_) + W_) == 0
assert sp.simplify(u_inj.subs(z, 0)) == 0
assert sp.simplify(u_inj.subs(z, h_)) == 0
drop_inj = p_inj.subs(r, a_) - p_inj.subs(r, b_)
claim_inj = 3 * m_ * Q_ * (1 - a_**2 / b_**2) / (sp.pi * h_**3)
assert sp.simplify(drop_inj - claim_inj) == 0

# slip: wall speed = lambda * wall-normal velocity gradient
c0, c1 = sp.symbols("c0 c1")
f_slip = -G_ * z**2 / (2 * m_) + c1 * z + c0
df_slip = sp.diff(f_slip, z)
sol = sp.solve([(f_slip - lam_ * df_slip).subs(z, 0),
                (f_slip + lam_ * df_slip).subs(z, h_)], [c0, c1], dict=True)[0]
flux_slip = sp.integrate(f_slip.subs(sol), (z, 0, h_))
gain = sp.simplify(flux_slip / flux_slip.subs(lam_, 0))
assert sp.simplify(gain - (1 + 6 * lam_ / h_)) == 0


# ---------- two-dimensional Stokes solution, staggered grid, mu = Q = h = 1
def stokes_2d(R1, R2, nr, nz):
    dr, dz = (R2 - R1) / nr, 1.0 / nz
    rf = R1 + dr * np.arange(nr + 1)
    rc, ri = 0.5 * (rf[1:] + rf[:-1]), rf[1:-1]
    lo, up = rc[:-1] / (ri * dr**2), rc[1:] / (ri * dr**2)
    Lu = sparse.diags([lo[1:], -(lo + up) - 1 / ri**2, up[:-1]], [-1, 0, 1])
    lw, uw = rf[:-1] / (rc * dr**2), rf[1:] / (rc * dr**2)
    dw = -(lw + uw)
    dw[0] -= lw[0]
    dw[-1] -= uw[-1]
    Lw = sparse.diags([lw[1:], dw, uw[:-1]], [-1, 0, 1])
    dzu = -2.0 * np.ones(nz)
    dzu[[0, -1]] = -3.0          # no slip half a cell beyond the last centre
    Zu = sparse.diags([np.ones(nz - 1), dzu, np.ones(nz - 1)],
                      [-1, 0, 1]) / dz**2
    Zw = sparse.diags([np.ones(nz - 2), -2.0 * np.ones(nz - 1),
                       np.ones(nz - 2)], [-1, 0, 1]) / dz**2
    Gr = sparse.diags([-1.0, 1.0], [0, 1], shape=(nr - 1, nr)) / dr
    Gz = sparse.diags([-1.0, 1.0], [0, 1], shape=(nz - 1, nz)) / dz
    eye, kron = sparse.identity, sparse.kron
    Du = -sparse.diags(1 / rc) @ Gr.T @ sparse.diags(ri)
    A = sparse.bmat([
        [kron(Lu, eye(nz)) + kron(eye(nr - 1), Zu), None, -kron(Gr, eye(nz))],
        [None, kron(Lw, eye(nz - 1)) + kron(eye(nr), Zw), -kron(eye(nr), Gz)],
        [kron(Du, eye(nz)), kron(eye(nr), -Gz.T), None]]).tocsc()
    u_in, u_out = 1 / (2 * np.pi * R1), 1 / (2 * np.pi * R2)   # plug flow
    bu, bc = np.zeros((nr - 1, nz)), np.zeros((nr, nz))
    bu[0] -= lo[0] * u_in
    bu[-1] -= up[-1] * u_out
    bc[0] += R1 * u_in / (rc[0] * dr)
    bc[-1] -= R2 * u_out / (rc[-1] * dr)
    rhs = np.concatenate([bu.ravel(), np.zeros(nr * (nz - 1)), bc.ravel()])
    x = spsolve(A[:-1, :-1], rhs[:-1])      # last pressure is set to zero
    nu, nw = (nr - 1) * nz, nr * (nz - 1)
    pressure = np.append(x[nu + nw:], 0.0).reshape(nr, nz)
    return (rc, x[:nu].reshape(nr - 1, nz),
            x[nu:nu + nw].reshape(nr, nz - 1), pressure)


rc, u2, w2, p2d = stokes_2d(2.0, 8.0, 120, 24)
i1, i2 = np.searchsorted(rc, [3.5, 6.5])
drop_2d = p2d[i1].mean() - p2d[i2].mean()
drop_2d_formula = radial_drop(1, 1, 1, rc[i1], rc[i2])
axial_share = np.abs(w2[i1:i2]).max() / np.abs(u2[i1:i2]).max()
# the half-cell wall rule makes a relative flow error near 2/nz^2 = 0.35 %
assert abs(drop_2d / drop_2d_formula - 1) < 0.01
assert axial_share < 0.01


# ---------- thin-gap flow with full inertia, marched outward
def march_inertia(s1, s2, steps, n=60):
    """s = r^2 mu/(rho F h^2); phi = r u/F; K = -(r h^2/(mu F)) dp/dr.
    Solves 2(phi phi_s - Psi_s phi_z) - phi^2/s = K + phi_zz, mean phi = 1,
    where Psi is the integral of phi from the wafer to z."""
    dz = 1.0 / n
    zz = dz * np.arange(1, n)
    phi = 6 * zz * (1 - zz)
    weights = np.where(np.arange(1, n) % 2 == 1, 4.0, 2.0) * dz / 3
    D2 = (np.diag(np.ones(n - 2), 1) + np.diag(np.ones(n - 2), -1)
          - 2 * np.eye(n - 1)) / dz**2
    cumul = dz * (np.tril(np.ones((n - 1, n - 1)), -1) + 0.5 * np.eye(n - 1))
    s = np.geomspace(s1, s2, steps + 1)
    K = np.zeros(steps)
    M, b = np.zeros((n, n)), np.zeros(n)
    M[:-1, -1], M[-1, :-1], b[-1] = 1.0, weights, 1.0
    for k in range(steps):
        old = phi.copy()
        for _ in range(5):
            padded = np.concatenate([[0.0], phi, [0.0]])
            slope = (padded[2:] - padded[:-2]) / (2 * dz)
            conv = 2 / (s[k + 1] - s[k]) * (np.diag(phi)
                                            - slope[:, None] * cumul)
            M[:-1, :-1] = D2 - conv + np.diag(phi) / s[k + 1]
            b[:-1] = -conv @ old
            x = np.linalg.solve(M, b)
            phi = x[:-1]
        K[k] = x[-1]
    return s, K


s_test, K_test = march_inertia(5.0, 40.0, 200)
inertia_coeff = (12 - K_test[-1]) * s_test[-1]
assert abs(inertia_coeff / (54 / 35) - 1) < 0.02   # next order is O(1/s)

# ---------- worked example: rough typical nitrogen purge, 300 mm wafer
torr = const.torr
sccm, p_out = 500.0, 2.0 * torr
h, R1, R2 = 4e-3, 20e-3, 150e-3
T_wafer, T_head = 500.0, 400.0
T_gas = 0.5 * (T_wafer + T_head)
mu, visc_power, prandtl = 2.4e-5, 0.7, 0.7
molar_mass, gamma = 28.0e-3, 1.4
Q = sccm * 1e-6 / 60 * const.atm / p_out * T_gas / const.zero_Celsius
rho = p_out * molar_mass / (const.R * T_gas)
F = Q / (2 * np.pi * h)
drop = radial_drop(mu, Q, h, R1, R2)
speed1, speed2 = F / R1, F / R2
mach = speed1 / np.sqrt(gamma * const.R * T_gas / molar_mass)
residence = np.pi * (R2**2 - R1**2) * h / Q
heat_time = h**2 * rho * prandtl / (np.pi**2 * mu)

# inertia: first-order recovery and full march
recovery = 27 * rho * Q**2 * (1 / R1**2 - 1 / R2**2) / (140 * np.pi**2 * h**2)
scale = mu / (rho * F * h**2)
s_ex, K_ex = march_inertia(R1**2 * scale, R2**2 * scale, 400)
drop_march = mu * F / h**2 * np.sum(K_ex * np.diff(np.log(s_ex))) / 2

# compressibility: closed form against direct integration inward from R2
drop_comp = np.sqrt(p_out**2 + 2 * p_out * drop) - p_out
G = 6 * mu * Q / (np.pi * h**3)
ode = solve_ivp(lambda x, p: -G * p_out / (p * x), (R2, R1), [p_out],
                rtol=1e-10, atol=1e-10)
assert abs((ode.y[0, -1] - p_out) / drop_comp - 1) < 1e-6

# slip, with full accommodation and the mean free path from the viscosity
free_path = mu / p_out * np.sqrt(np.pi * const.R * T_gas / (2 * molar_mass))
drop_slip = drop / (1 + 6 * free_path / h)


# unequal wall temperatures, same mass flow; conductivity follows viscosity
def mass_per_gradient(T_low, T_high, n=4001):
    y = np.linspace(0, 1, n)
    e = 1 + visc_power
    T = (T_low**e + (T_high**e - T_low**e) * y) ** (1 / e)
    visc = (T / T_gas) ** visc_power
    centre = trapezoid(y / visc, y) / trapezoid(1 / visc, y)
    f = cumulative_trapezoid((centre - y) / visc, y, initial=0)
    return trapezoid(f * T_gas / T, y)


base = mass_per_gradient(T_gas, T_gas)
assert abs(base - 1 / 12) < 1e-6
drop_graded = drop * base / mass_per_gradient(T_head, T_wafer)
drop_hot = drop * base / mass_per_gradient(T_wafer, T_wafer)
assert abs(drop_hot / drop / (T_wafer / T_gas)**(1 + visc_power) - 1) < 1e-6
drop_narrow = radial_drop(mu, Q, h - 1e-4, R1, R2)
drop_face = float(claim_inj.subs({m_: mu, Q_: Q, h_: h, a_: R1, b_: R2}))


def change(x):
    return f"{x:.3f} Pa, change {100 * (x / drop - 1):+.2f} %"


print("TESTS")
print(f"2D Stokes drop, mu=Q=h=1, r={rc[i1]:.3f} to {rc[i2]:.3f}: {drop_2d:.5f}")
print(f"formula for the same drop: {drop_2d_formula:.5f}")
print(f"relative difference: {100 * (drop_2d / drop_2d_formula - 1):+.3f} %")
print(f"largest axial/largest radial speed there: {axial_share:.2e}")
print(f"inertia coefficient, march: {inertia_coeff:.4f}; 54/35 = {54/35:.4f}")
print("EXAMPLE INPUTS (rough typical values)")
print(f"nitrogen flow: {sccm:.0f} sccm (0 C, 1 atm)")
print(f"outlet pressure: {p_out / torr:.2f} Torr = {p_out:.2f} Pa")
print(f"gap: {h*1e3:.1f} mm; R1: {R1*1e3:.0f} mm; R2: {R2*1e3:.0f} mm")
print(f"wafer, showerhead, gas: {T_wafer:.0f}, {T_head:.0f}, {T_gas:.0f} K")
print(f"viscosity at gas temperature: {mu:.2e} Pa s")
print(f"viscosity exponent in T: {visc_power}; Prandtl number: {prandtl}")
print(f"molar mass: {molar_mass*1e3:.1f} g/mol; heat ratio: {gamma}")
print("EXAMPLE RESULTS")
print(f"actual volume flow Q: {Q:.4e} m^3/s")
print(f"ln(R2/R1): {np.log(R2 / R1):.4f}")
print(f"G = 6 mu Q/(pi h^3): {G:.4f} Pa")
print(f"pressure drop: {drop:.3f} Pa = {drop / torr:.4f} Torr")
print(f"drop / outlet pressure: {100 * drop / p_out:.2f} %")
print(f"mean speed at R1: {speed1:.2f} m/s; at R2: {speed2:.2f} m/s")
print(f"Mach number at R1: {mach:.4f}")
print(f"mean residence time R1 to R2: {residence*1e3:.2f} ms")
print(f"heat diffusion time across gap: {heat_time*1e3:.4f} ms")
print("NEGLECTED EFFECTS, one at a time")
print(f"density: {rho:.3e} kg/m^3")
print(f"gap Reynolds number rho u h/mu at R1: {rho*speed1*h/mu:.3f}")
print(f"same times h/R1: {rho*speed1*h/mu*h/R1:.3f}")
print(f"first-order inertial recovery: {recovery:.4f} Pa")
print(f"with first-order inertia: {change(drop - recovery)}")
print(f"with marched inertia: {change(drop_march)}")
print(f"compressible: {change(drop_comp)}")
print(f"mean free path: {free_path*1e6:.2f} um; over gap: {free_path/h:.5f}")
print(f"with slip: {change(drop_slip)}")
print(f"unequal wall temperatures: {change(drop_graded)}")
print(f"all gas at wafer temperature: {change(drop_hot)}")
print(f"gap smaller by 0.1 mm: {change(drop_narrow)}")
print(f"injection over whole face: {change(drop_face)}")
print("all tests passed")
```

Printed output:

```
TESTS
2D Stokes drop, mu=Q=h=1, r=3.525 to 6.525: 1.17193
formula for the same drop: 1.17602
relative difference: -0.347 %
largest axial/largest radial speed there: 1.83e-05
inertia coefficient, march: 1.5439; 54/35 = 1.5429
EXAMPLE INPUTS (rough typical values)
nitrogen flow: 500 sccm (0 C, 1 atm)
outlet pressure: 2.00 Torr = 266.64 Pa
gap: 4.0 mm; R1: 20 mm; R2: 150 mm
wafer, showerhead, gas: 500, 400, 450 K
viscosity at gas temperature: 2.40e-05 Pa s
viscosity exponent in T: 0.7; Prandtl number: 0.7
molar mass: 28.0 g/mol; heat ratio: 1.4
EXAMPLE RESULTS
actual volume flow Q: 5.2169e-03 m^3/s
ln(R2/R1): 2.0149
G = 6 mu Q/(pi h^3): 3.7363 Pa
pressure drop: 7.528 Pa = 0.0565 Torr
drop / outlet pressure: 2.82 %
mean speed at R1: 10.38 m/s; at R2: 1.38 m/s
Mach number at R1: 0.0240
mean residence time R1 to R2: 53.23 ms
heat diffusion time across gap: 0.0944 ms
NEGLECTED EFFECTS, one at a time
density: 1.995e-03 kg/m^3
gap Reynolds number rho u h/mu at R1: 3.452
same times h/R1: 0.690
first-order inertial recovery: 0.1629 Pa
with first-order inertia: 7.365 Pa, change -2.16 %
with marched inertia: 7.366 Pa, change -2.15 %
compressible: 7.425 Pa, change -1.37 %
mean free path: 41.24 um; over gap: 0.01031
with slip: 7.090 Pa, change -5.83 %
unequal wall temperatures: 7.518 Pa, change -0.13 %
all gas at wafer temperature: 9.005 Pa, change +19.62 %
gap smaller by 0.1 mm: 8.122 Pa, change +7.89 %
injection over whole face: 1.835 Pa, change -75.63 %
all tests passed
```
